Why a screw dislocation finds a stable depth under a stiff coating

**Two half-spaces: one sign at all distances**

Take a screw dislocation in a soft solid that meets a second, infinitely thick solid at a flat interface. Let z measure depth into the soft solid, with the interface at z = 0, and let y run along the interface. The dislocation lies along x at y = 0, z = d, with Burgers vector b along x. The material is linear elastic and isotropic, and the shear moduli are μ1 in the soft solid and μ2 in the other.

The only displacement is w(y,z), along x. Equilibrium makes w harmonic, and the stresses are σ_xy = μ ∂w/∂y and σ_xz = μ ∂w/∂z. In an unbounded body w = bθ/2π, where θ is the angle around the line, so that

∂w/∂y = −(b/2π)(z−d)/[y² + (z−d)²]
∂w/∂z = (b/2π) y/[y² + (z−d)²].

To account for the second solid, try adding to the field in the soft solid that of an image dislocation of strength βb at z = −d. For the field in the second solid, try a dislocation of strength γb at z = d. At z = 0 the displacement must be continuous along the interface, and so must the traction σ_xz. After common factors are removed, these two conditions read

1 − β = γ
μ1(1 + β) = μ2γ.

Let m = μ2/μ1. Eliminating γ gives 1 + β = m(1 − β), hence

β = K = (m − 1)/(m + 1).

The force per length on a dislocation is (σ·b)×ξ, with ξ the line direction. Here both b and ξ point along x, so the z component is F = −bσ_xy, and positive F means deeper. The image, a distance 2d away, produces σ_xy = −μ1Kb/(4πd) at the dislocation. Therefore

F = K E0/d, with E0 = μ1b²/4π.

A stiffer neighbour (K > 0) repels the dislocation at every depth. An empty neighbour has μ2 = 0 and K = −1: a free surface attracts at every depth. Neither case has an equilibrium.

Now let the stiff solid be a coating of finite thickness h, perfectly bonded, with a free outer surface at z = −h. Very close to the interface the dislocation should respond to stiff material, and very far away to a free surface. The two laws have opposite signs, so an equilibrium between them is plausible. What remains is to show how the sign changes, that it changes once, and at what depth.

**What the coating does to each wavelength**

Between the interface and the dislocation, 0 < z < d, the unbounded field can be written as a sum of waves along y:

∂w/∂y = (b/2π) ∫₀^∞ exp[−k(d−z)] cos(ky) dk.

Integrating over y gives w as a sum of terms sin(ky)/k, apart from a rigid shift that carries no stress. Each term decays towards the surface. The layered body adds a reflected term that decays into the substrate. For one wavenumber k, with the common factor (b/2π) exp(−kd) sin(ky)/k left out,

substrate: exp(kz) + r exp(−kz)
coating: a cosh[k(z+h)].

The cosh has zero slope at z = −h, which is the condition of a free outer surface. Continuity of displacement and of traction at z = 0 gives

1 + r = a cosh(kh)
μ1(1 − r) = μ2 a sinh(kh).

Dividing the second line by the first removes a, and solving for r gives

(1 − r)/(1 + r) = m tanh(kh)
r(k) = [1 − m tanh(kh)]/[1 + m tanh(kh)].

The dislocation's own unbounded field exerts no force on it. The reflected field at y = 0, z = d has ∂w/∂y = (b/2π)∫ r exp(−2kd) dk, one factor exp(−kd) coming from the way up and one from the way back. With F = −bμ1 ∂w/∂y,

F = −2E0 ∫₀^∞ r(k) exp(−2kd) dk.

Waves with positive r attract the dislocation to the surface, and waves with negative r repel it. As a check of sign and factor, r = 1 gives −2E0/(2d) = −E0/d, the free-surface result.

For short waves, kh ≫ 1, tanh(kh) approaches 1 and r approaches −K. Such a disturbance dies out inside the coating before it reaches the outer surface, so it meets stiff material and nothing else. For long waves, kh ≪ 1, tanh(kh) ≈ kh and

r ≈ (1 − kℓ)/(1 + kℓ), with ℓ = mh = hμ2/μ1.

Here the coating acts as a membrane. Its resistance to a displacement of wavenumber k is μ2hk² per area, while that of the substrate is μ1k. The ratio is kℓ. When the wavelength is long enough, the membrane is sheared so gently that it offers almost no resistance compared with the substrate. It is carried along by the substrate, because nothing outside holds it. A stiff coating is therefore no obstacle to a sufficiently long wave, and r tends to +1.

The factor exp(−2kd) completes the explanation. A dislocation at depth d feels mainly waves with k below about 1/(2d). A shallow one samples many short waves and is repelled; a deep one samples only long waves and is attracted.

**One zero, and a stable one**

The integral can be done term by term. Put q = exp(−2kh), so that tanh(kh) = (1−q)/(1+q). Then

r = [(1+q) − m(1−q)]/[(1+q) + m(1−q)]
  = [(1−m) + (1+m)q]/[(1+m) + (1−m)q]
  = (q − K)/(1 − Kq),

where the last line follows on dividing above and below by 1 + m. For 0 < K < 1 the denominator expands as a geometric series, and collecting equal powers of q gives

r = −K + (1 − K²) Σ K^(n−1) q^n, n = 1, 2, 3, …

Since ∫ exp[−2k(d+nh)] dk = 1/[2(d+nh)],

F/E0 = K/d − (1 − K²) Σ K^(n−1)/(d + nh).

The first term is the repelling image in the interface. The others are images of opposite sign, of strength −(1−K²)K^(n−1) b at distance 2(d+nh), produced by the outer surface and by repeated reflection inside the coating. The geometric series gives their total strength, and with the first image the sum is

K − (1 − K²)/(1 − K) = K − (1 + K) = −1.

From far away all the images together amount to the single opposite image of a free surface.

To count the equilibria, multiply by d:

F d/E0 = K − (1 − K²) Σ K^(n−1) d/(d + nh).

Each fraction d/(d+nh) = 1/(1 + nh/d) grows steadily from 0 to 1 as d grows. The right-hand side therefore falls steadily from K to −1. For K > 0 it passes through zero once, at a depth d*. At depths smaller than d* the force pushes the dislocation deeper, and at depths greater than d* it pulls it back up. The equilibrium is stable against changes of depth. It is neutral along y, because moving the dislocation parallel to the surface changes nothing.

Both ingredients are needed. If the coating is no stiffer than the substrate, m ≤ 1, then m tanh(kh) < 1 for every k; r is positive throughout and the dislocation is attracted at every depth. If the coating is stiffer but infinitely thick, r = −K throughout and it is repelled at every depth.

**How deep, in two limits**

The condition F = 0 contains d and h only through d/h, so at fixed m the stable depth is proportional to the coating thickness. Solving the condition numerically gives

m = 1.2: d*/h = 0.096
m = 2: d*/h = 0.424
m = 4: d*/h = 1.12
m = 10: d*/h = 3.01
m = 50: d*/h = 15.2.

For weak contrast, K ≪ 1, only the n = 1 image matters at leading order, and K/d = 1/(d+h). Since d is then much smaller than h, d* ≈ Kh. The weak repulsion has to be felt from very close by to balance the pull of the outer surface, which is a distance h further off.

For strong contrast d* is much larger than h, and the membrane form of r applies. Write it as r = −1 + 2/(1 + kℓ). The force vanishes when

1/(2d) = 2 ∫₀^∞ exp(−2kd)/(1 + kℓ) dk.

Substitute s = 1 + kℓ and x = 2d/ℓ. The integral becomes exp(x)E1(x)/ℓ, where E1(x) = ∫₁^∞ exp(−xs)/s ds. Multiplying the condition by ℓ gives

1/x = 2 exp(x) E1(x), so x = 0.610

by numerical solution, and

d* ≈ (x/2)ℓ = 0.305 hμ2/μ1.

A very stiff coating thus holds the dislocation at a depth of many coating thicknesses. In the limit of a rigid coating the equilibrium recedes to infinity and only repulsion is left.

The membrane form also shows how attraction sets in at great depth. For small kℓ, r ≈ 1 − 2kℓ ≈ exp(−2kℓ), and the force integral gives F ≈ −E0/(d + ℓ) to this order. The coated surface then attracts like a bare one that lies ℓ, not h, above the interface.

**A local minimum of energy, not the lowest state**

The energy per length is the work of making the slip on a cut. It equals half of b times the integrated traction, because the traction grows in proportion to the slip. Let the cut run from the dislocation down to infinity, starting at a core radius r0 ≪ d. The traction on it has magnitude

(μ1b/2π)[1/(z−d) + K/(z+d) − (1−K²) Σ K^(n−1)/(z+d+2nh)].

At large z the logarithms from the integration cancel, since the strengths add up to 1 − 1 = 0. The end of the cut at the dislocation, z = d + r0, gives, with r0 neglected beside d,

E/E0 = −ln r0 − K ln(2d) + (1−K²) Σ K^(n−1) ln[2(d+nh)].

Its derivative with respect to d is −F/E0, as it must be, so d* is a minimum. The energy there is positive, whereas a dislocation that has left through the outer surface leaves no elastic energy behind. The stable depth is therefore metastable, and what protects it is the coating.

The height of that protection follows from the energy of a dislocation inside the coating, at depth p below the outer surface. Measure u downwards from that surface. Reflection in the outer surface multiplies an image by −1. Reflection in the interface multiplies it by −K, since the two materials have exchanged roles. Repeated reflection gives strengths K^|j| b at u = 2jh + p and −K^|j| b at u = 2jh − p, for all integers j. Cut this time from the dislocation up to the outer surface. The traction has magnitude

(μ2b/2π) Σ K^|j| [1/(2jh+p−u) − 1/(2jh−p−u)].

Integrate from u = 0 to u = p − r0. At u = 0 the logarithms for j and −j cancel. At the other end, j = 0 gives ln(2p/r0), and each pair ±j gives K^j ln[(4j²h² − 4p²)/(4j²h²)]. Hence, with j = 1, 2, 3, … and μ2b²/4π = mE0,

E/E0 = m{ln(2p/r0) + Σ K^j ln[1 − p²/(j²h²)]}.

This falls towards both faces of the coating, because a free surface and a softer neighbour both attract. In between lies a maximum that a straight dislocation must pass on its way out.

**Numbers for a nitride coating on aluminium**

Take μ1 = 26 GPa and b = 0.286 nm, roughly those of aluminium, and μ2 = 180 GPa, a rough value for titanium nitride. Let the coating be 5 nm thick. Then m = 180/26 = 6.92 and K = 5.92/7.92 = 0.748. The scale of the image stress is

μ1b/4π = 26000 MPa × 0.286 nm/12.57 = 592 MPa nm,

and the energy unit is E0 = 1.06 eV/nm. The zero of the force lies at

d* = 10.3 nm = 2.05 h,

or 103 Å. The strong-contrast formula gives 0.305 × 6.92 × 5 nm = 10.6 nm, which is 3% more. The depth is about 36 Burgers vectors, so the core is far from the interface and linear elasticity is a reasonable description of the force.

The two parts of the force, divided by b, compare as follows:

depth 3 nm: repulsion 147 MPa, attraction 69 MPa
depth 10.25 nm: repulsion 43 MPa, attraction 43 MPa
depth 20 nm: repulsion 22 MPa, attraction 30 MPa
depth 50 nm: repulsion 8.9 MPa, attraction 15.5 MPa.

Both parts weaken with depth, but the repulsion weakens faster. At 200 nm the net attraction is 2.52 MPa. A bare surface at the interface would give 592/200 = 2.96 MPa, while the shifted surface, with ℓ = 34.6 nm, gives 592/234.6 = 2.52 MPa.

The reflection r changes sign where tanh(kh) = 1/m, which is kh = 0.1455, a wavelength of 216 nm. That this is some twenty times d* is no contradiction. At d* the weight exp(−2kd) has fallen only to exp(−0.60) = 0.55 at this wavenumber. So 45% of the total weight lies on the attracting long waves and 55% on the repelling shorter ones.

Depth can change by glide only if a slip plane is inclined to the surface. For a (001) surface the {111} planes qualify. They contain ⟨110⟩ directions parallel to the surface, along which the screw can lie. The angle θ between plane and surface has cos θ = 1/√3, so sin θ = 0.816. A glide distance s changes the depth by s sin θ, and the force along the plane is therefore F sin θ. It vanishes at the same d*.

The resolved pull towards the surface, |F| sin θ/b, is greatest at a depth of 26.6 nm, where it is 6.5 MPa. Without lattice friction, a steady resolved stress that drives the dislocation deeper shifts the equilibrium down, and beyond 6.5 MPa there is none left. The trap is weak on this side.

On the other side it is strong, provided the bond is perfect. With r0 = b the energy at d* is 6.3 eV/nm, and the maximum in the coating, 3.0 nm below the outer surface, is 12.9 eV/nm higher. With r0 = b/4 the barrier is 21.6 eV/nm. The spread shows how much this number depends on the core, which the model does not describe. In addition, a Burgers vector of the metal is not a lattice vector of the nitride, so a real crossing would leave a fault or a residual dislocation. The barrier is an estimate for a straight line that moves as a whole; exit by a local bulge is not treated. Most of the barrier lies inside the coating: the climb from d* to one Burgers vector below the interface costs only about 1.75 eV/nm. An interface that can shear and absorb the dislocation therefore offers a much lower way out.

**What a real coated metal changes**

The moduli and the Burgers vector are rough values, and the thickness of 5 nm is a choice. At fixed moduli d* grows in proportion to h, while the image stresses at a given d/h fall as 1/h, so lattice friction matters more under a thicker coating. It matters here already. With a friction stress of 2 MPa, a rough figure for a pure soft metal, the dislocation rests wherever the resolved image stress is smaller than that. This turns the point d* into a band from about 9 to 12 nm. A dislocation arriving from above stops at the upper edge of the band, and one arriving from below at the lower edge. Beyond about 207 nm the attraction no longer overcomes friction, and the dislocation stays where it is. In a metal with much larger friction on screws the stable depth may have no visible effect. The same holds under a thick coating. The greatest resolved pull, 6.5 MPa for h = 5 nm, falls below 2 MPa once h exceeds about 16 nm, and it is 0.03 MPa for h = 1 µm. The band then has no lower edge, and nothing draws a deep dislocation up to d*.

The moduli matter about as much. With all else fixed, a coating modulus 20% lower or higher moves d* to 8.1 or 12.4 nm. A substrate modulus 10% lower or higher moves it to 11.5 or 9.3 nm. The elastic anisotropy of aluminium has an effect of similar size. For a screw along ⟨110⟩ under a (001) surface, the shear stiffness is about 28.3 GPa for σ_xz and 23.2 GPa for σ_xy. The field then decays more slowly with depth, and with the coating still isotropic d* becomes about 11.5 nm. The anisotropy of the nitride can matter more. For an epitaxial film with its cube axes along those of the metal, rough stiffnesses of 230 GPa for σ_xy and 163 GPa for σ_xz give d* of about 13 nm on isotropic aluminium, and about 15 nm with both solids anisotropic. Perfect bonding is a further assumption. A compliant interface transmits less of the coating's stiffness. Model it as a spring, with traction equal to ks times the jump in displacement. Then m tanh(kh) in r(k) is replaced by 1/[1/(m tanh(kh)) + μ1k/ks], short waves again see a free surface, and the force turns attractive close to the interface. For ks = 30 GPa/nm, d* falls to 9.1 nm and the barrier towards the interface is 0.56 eV/nm. For 10 GPa/nm the figures are 6.1 nm and 0.03 eV/nm, and for 3 GPa/nm no equilibrium is left. The single stable depth thus depends on a stiff bond.

Thermal wandering of the line matters little. Treat the dislocation as a string of tension τ in a harmonic trap of stiffness κ per length. A wave of wavenumber g along the line has stiffness τg² + κ, and equipartition gives the mean square glide displacement

⟨s²⟩ = ∫ (dg/2π) kT/(τg² + κ) = kT/[2√(τκ)],

with g running from −∞ to ∞ and kT the thermal energy. The rough line tension μ1b²/2 is 6.64 eV/nm, and the slope of the force at d* gives κ = 0.0025 eV/nm³ along the slip plane. At 300 K, kT = 0.0259 eV and ⟨s²⟩ = 0.0259/(2 × 0.129) = 0.10 nm². The root mean square change of depth is then 0.816 × 0.317 nm = 0.26 nm, well inside the friction band.

Coatings usually carry misfit or growth stress, which may also reach the substrate. If that stress is equal in all directions of the film plane, with value S, then σ·b = Sb. This vector is parallel to the line of a screw, and its cross product with ξ vanishes. Such a stress leaves d* where it is. An in-plane stress that differs between two directions can push the screw, and so can other dislocations nearby. With a trap that withstands only 6.5 MPa towards the interior, a few megapascals of such stress already move the resting depth noticeably.

Numbers in the example were calculated in double precision.
